# Kramers' Theorem and Real Hamiltonian Matrices for Dirac Electrons

Three electrons in a box with three unequal potential wells, placed without any symmetry, have the lowest energies

$$2.816186,\quad 2.816186,\quad 2.828922,\quad 2.828922,\quad 3.2237,\quad 3.2237$$

in units of $mc^2$, rest energy included. Two electrons in the same box have

$$1.465451,\quad 1.869565,\quad 1.869584,\quad 1.869683,\quad 1.882827,\quad 1.882937 .$$

With three electrons each value occurs twice, and numerical diagonalization separates the two lowest by about $10^{-15}\,mc^2$, which is rounding error. With two electrons some levels lie close together, but none of the fifteen in the calculation coincide: the smallest gap is about $2\times10^{-5}\,mc^2$. Since the wells have no spatial symmetry, the doublets need another cause. It is time reversal, whose square depends on whether the number of electrons is odd or even.

The model is as follows. The box is periodic with edge $L=6\,\hbar/mc$ and has three grid points along each edge, 27 in all. Each electron obeys the Dirac equation and has four components at each point, so its Hamiltonian is a $108\times108$ matrix. The wells have the form $-Z/\sqrt{d^2+s^2}$ with $Z=0.30,\,0.20,\,0.25$ in units of $\hbar c$, where $s=0.6\,\hbar/mc$ and $d$ is the periodic distance $d^2=\sum_k[(L/\pi)\sin(\pi\Delta_k/L)]^2$, built from the coordinate differences $\Delta_k$ to the centre of the well. The centres lie at $(0.3,0.5,0.9)$, $(2.6,1.1,4.3)$ and $(4.4,3.5,1.7)$ in units of $\hbar/mc$. The plane through these three points is not a mirror plane of the periodic box, so it gives the model no symmetry. The electrons repel through the same softened form with strength $0.3\,\hbar c$. The three lowest positive-energy levels of one electron, at $0.6621$, $1.0847$ and $1.0977\,mc^2$, are each twofold and supply six spinors. The many-electron Hamiltonian is diagonalized among all determinants built from them: $\binom{6}{2}=15$ for two electrons and $\binom{6}{3}=20$ for three. The energies quoted belong to this six-spinor space. The next one-electron levels lie close above, at $1.1120$, $1.1140$, $1.1250$ and $1.1282\,mc^2$, and with fourteen spinors the three lowest three-electron doublets lie at $2.8144$, $2.8271$ and $2.8417\,mc^2$. So coarse a grid and so small a basis describe no real atom, but the symmetry argument applies to them unchanged.

For one electron in a scalar potential the Hamiltonian is

$$h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(\mathbf r),\qquad
\alpha_k=\begin{pmatrix}0&\sigma_k\\ \sigma_k&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

Each entry is a $2\times2$ block, and $V$ is real. Let $K$ be complex conjugation of the wavefunction in position space, and let $\Sigma_y$ carry $\sigma_y$ in both diagonal blocks. Time reversal is

$$T=-i\Sigma_yK .$$

For $\langle\phi|\psi\rangle=\int\phi^\dagger\psi\,d^3r$, conjugating both functions conjugates the integral, and the unitary matrix $-i\Sigma_y$ leaves inner products alone. Hence

$$T(a\psi)=a^*T\psi,\qquad \langle T\phi|T\psi\rangle=\langle\phi|\psi\rangle^* . \tag{1}$$

An operator with these two properties is called antiunitary.

To see that $T$ reverses motion, take an operator $O$ and form $TOT^{-1}$. Conjugation turns $\mathbf p=-i\hbar\nabla$ into $-\mathbf p$, and $\Sigma_y$ does not act on position, so $T\mathbf pT^{-1}=-\mathbf p$. For the spin matrices, $(-i\sigma_y)^{-1}=i\sigma_y$, and therefore

$$(-i\sigma_y)\,\sigma_k^*\,(i\sigma_y)=\sigma_y\sigma_k^*\sigma_y=-\sigma_k .$$

For $k=x,z$ the matrix is real and anticommutes with $\sigma_y$, which gives the minus sign. For $k=y$ the sign comes from $\sigma_y^*=-\sigma_y$. The blocks of $\boldsymbol\alpha$ are these matrices, so $T\boldsymbol\alpha T^{-1}=-\boldsymbol\alpha$. The matrix $\beta$ is real and multiplies each two-component block by a number, so it is unchanged, as is $V$. The two signs in $\boldsymbol\alpha\cdot\mathbf p$ cancel, and

$$ThT^{-1}=h .$$

The grid does not disturb this. Its momentum matrix is built from the wave numbers $-2\pi/L,\,0,\,2\pi/L$. Conjugating the plane waves exchanges the first and last of these, which reverses the sign of the matrix.

A prescribed external magnetic field does break the symmetry. An electron of charge $-e$ in a vector potential $\mathbf A$ acquires the term $ec\,\boldsymbol\alpha\cdot\mathbf A$. Here $\boldsymbol\alpha$ changes sign and the given real function $\mathbf A$ does not, so the term is odd under $T$. Reversing the currents that produce $\mathbf A$ as well would restore the symmetry, but then the electrons would be in a different external field.

Now apply $T$ twice. The matrix $-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix}$ is real, so $K$ passes through $-i\Sigma_y$ without changing it:

$$T^2=(-i\Sigma_y)K(-i\Sigma_y)K=(-i\Sigma_y)^2K^2=-\Sigma_y^2=-1 .$$

No choice of phase removes this sign. If $T'=e^{i\theta}T$, then $T'^2=e^{i\theta}Te^{i\theta}T=e^{i\theta}e^{-i\theta}T^2=T^2$, because $T$ conjugates the number standing to its right.

For $N$ electrons every spin is reversed, and the whole wavefunction is conjugated once:

$$T=\Big[\prod_{j=1}^{N}\big(-i\Sigma_y(j)\big)\Big]K .$$

Matrices belonging to different electrons commute, and all of them are real. Squaring therefore gives one factor $(-i\Sigma_y(j))^2=-1$ per electron:

$$T^2=(-1)^N . \tag{2}$$

The product treats all electrons alike, so $T$ takes antisymmetric wavefunctions to antisymmetric ones.

The repulsion is a real function of the positions and commutes with $T$. So does the Gaunt interaction, the magnetic coupling proportional to $-\boldsymbol\alpha(1)\cdot\boldsymbol\alpha(2)/r_{12}$, since it contains two factors that change sign. A magnetic interaction between the electrons themselves is thus compatible with the symmetry.

One more condition enters for Dirac electrons. The negative-energy solutions are excluded here by letting the many-electron Hamiltonian act only among determinants of selected positive-energy spinors. This restriction must itself respect $T$. If $h\psi=\varepsilon\psi$, then $hT\psi=Th\psi=\varepsilon T\psi$, since $\varepsilon$ is real. Complete levels of $h$ therefore form a space that $T$ maps into itself. By (1), vectors orthogonal to that space stay orthogonal to it, so the projector onto it commutes with $T$. Had one spinor of a twofold level been discarded, this argument would fail. From here on, $H$ is a Hamiltonian obeying $HT=TH$ in a finite, $T$-invariant space of $N$-electron states.

Take any state $\psi$ and write $T^2=s$, with $s=\pm1$. Apply (1) to the pair $\psi$ and $T\psi$, then use $T^2=s$:

$$\langle\psi|T\psi\rangle^*=\langle T\psi|T^2\psi\rangle=s\,\langle T\psi|\psi\rangle=s\,\langle\psi|T\psi\rangle^* .$$

The last equality exchanges the two sides of an inner product, which conjugates it. Hence

$$(1-s)\,\langle\psi|T\psi\rangle=0 .$$

For odd $N$, $s=-1$ and the factor is 2, so

$$\langle\psi|T\psi\rangle=0\qquad(N\ \text{odd}). \tag{3}$$

The Hamiltonian was not used. Equation (3) holds for every odd-electron state, including superpositions of different energies, and it survives in a magnetic field. What the Hamiltonian adds is degeneracy. If $H\psi=E\psi$ and $HT=TH$, then

$$HT\psi=TH\psi=T(E\psi)=E\,T\psi ,$$

so $T\psi$ has the same energy. By (1) it has the same norm as $\psi$, and by (3) it is orthogonal to $\psi$. It is therefore a second, independent state. This is Kramers' theorem, and $\psi$ and $T\psi$ form a Kramers pair.

The degeneracy of each level is moreover even. The plane spanned by $\psi$ and $T\psi$ is mapped into itself, since $T(a\psi+bT\psi)=a^*T\psi-b^*\psi$. Let $\chi$ belong to the same level and be orthogonal to this plane. Any $\eta$ in the plane can be written $\eta=T\xi$ with $\xi=-T\eta$, also in the plane. Then

$$\langle\eta|T\chi\rangle=\langle T\xi|T\chi\rangle=\langle\xi|\chi\rangle^*=0 .$$

So $T\chi$ is orthogonal to the plane as well, and $\chi,T\chi$ form a new pair. Removing pairs one after another cannot end with a single state left over, because that state would require an orthogonal partner in the remaining space. The twenty three-electron states of the example accordingly form ten pairs.

For even $N$, $s=+1$ and the relation above reads $0=0$. A level may then stand alone. If it does, $T\psi$ must be a multiple of $\psi$, and equality of norms gives $|\langle\psi|T\psi\rangle|=1$. The two-electron ground state at $1.465451\,mc^2$ is of this kind. For odd $N$ the same assumption is contradictory: $T\psi=e^{i\theta}\psi$ would give $T^2\psi=e^{-i\theta}T\psi=\psi$ instead of $-\psi$. Even $N$ does not forbid degeneracy; spatial symmetry, for instance, can still produce it. It removes this particular reason for it.

The even case has a positive property of its own, which must be stated with care. Any Hermitian matrix is real in the basis of its own eigenvectors, so the existence of some real matrix for one Hamiltonian says nothing about time reversal. The meaningful statement is that for even $N$ there is an orthonormal basis, chosen from $T$ alone, in which every $T$-invariant Hamiltonian is real.

To construct it, take any nonzero $\phi$ and form

$$u=\phi+T\phi,\qquad v=i(\phi-T\phi).$$

With $T^2=1$,

$$Tu=T\phi+\phi=u,\qquad Tv=-i(T\phi-\phi)=i(\phi-T\phi)=v .$$

The factor $i$ is needed because $T$ reverses the sign of $\phi-T\phi$ and also conjugates $i$. Since $u-iv=2\phi\neq0$, at least one of the two vectors is nonzero. Normalize it and call it $b_1$, so that $Tb_1=b_1$. If $\chi$ is orthogonal to $b_1$, then

$$\langle b_1|T\chi\rangle=\langle Tb_1|T\chi\rangle=\langle b_1|\chi\rangle^*=0 ,$$

so the space orthogonal to $b_1$ is also mapped into itself. The construction can be repeated there until the space is exhausted. The result is an orthonormal basis with $Tb_i=b_i$ for every $i$.

The matrix elements in this basis follow from (1), from $TH=HT$, and from $Tb_i=b_i$:

$$\langle b_i|Hb_j\rangle^*=\langle Tb_i|THb_j\rangle=\langle Tb_i|HTb_j\rangle=\langle b_i|Hb_j\rangle . \tag{4}$$

Each element equals its own conjugate and is real. Because $H$ is Hermitian, the matrix is then symmetric. For an operator that is odd under $T$, the step $TO=-OT$ puts a minus sign on the right of (4), and all its elements are purely imaginary.

For two electrons the basis can be written down. Let $p,q$ label different Kramers pairs of spinors, with $Tp=\bar p$ and therefore $T\bar p=T^2p=-p$. Let $|pq\rangle=[p(1)q(2)-q(1)p(2)]/\sqrt2$, which changes sign when its labels are exchanged. Time reversal acts on each spinor in the determinant:

$$\begin{aligned}
T|p\bar p\rangle&=-|\bar p\,p\rangle=|p\bar p\rangle,\\
T|pq\rangle&=|\bar p\bar q\rangle,\qquad T|\bar p\bar q\rangle=|pq\rangle,\\
T|p\bar q\rangle&=-|\bar p q\rangle,\qquad T|\bar p q\rangle=-|p\bar q\rangle .
\end{aligned}$$

In $T|\bar p\bar q\rangle$ two minus signs cancel; in the last line one remains. Applying the rule for $u$ and $v$ and normalizing gives

$$|p\bar p\rangle,\quad
\frac{|pq\rangle+|\bar p\bar q\rangle}{\sqrt2},\quad
\frac{i(|pq\rangle-|\bar p\bar q\rangle)}{\sqrt2},\quad
\frac{|p\bar q\rangle-|\bar pq\rangle}{\sqrt2},\quad
\frac{i(|p\bar q\rangle+|\bar pq\rangle)}{\sqrt2}.$$

Three spinor pairs supply three states of the first kind. Each of the three choices of two different pairs supplies four more, so the total is $3+3\times4=15$, the full two-electron space.

How complex the matrix looks in plain determinants depends on the phases of the spinors and on the choice of $p$ within each pair. In the example, $p$ is the state of the pair that diagonalizes $\Sigma_z$ with positive eigenvalue, and its largest component is made real. The largest imaginary part of a matrix element between determinants is then $3.1\times10^{-4}\,mc^2$. In the basis above it falls to about $10^{-16}\,mc^2$, which is rounding error. Adding the Gaunt interaction changes the Hamiltonian but not the basis, and the matrix remains real to the same accuracy.

For odd $N$ this construction cannot begin. A vector with $Tb=b$ would satisfy $T^2b=b$, whereas $T^2=-1$. The basis suited to $T$ consists of Kramers pairs $a_i,Ta_i$ instead. Define $A_{ij}=\langle a_i|Ha_j\rangle$ and $B_{ij}=\langle a_i|HTa_j\rangle$. The other two blocks follow from (1):

$$\langle Ta_i|HTa_j\rangle=\langle Ta_i|THa_j\rangle=A_{ij}^* ,$$

$$\langle Ta_i|Ha_j\rangle=-\langle Ta_i|T(HTa_j)\rangle=-B_{ij}^* .$$

The second line uses $Ha_j=-T^2Ha_j=-T(HTa_j)$. The Hamiltonian is therefore

$$H=\begin{pmatrix}A&B\\-B^*&A^*\end{pmatrix}.$$

Hermiticity requires $B_{ij}^*=\langle Ta_j|Ha_i\rangle=-B_{ji}^*$, so $B$ is antisymmetric and $B_{ii}=0$. A $T$-invariant Hamiltonian does not couple a state to its own partner and gives both the same diagonal element. An added electrostatic potential, however irregular, can shift and mix the pairs but cannot split them.

This block form does not mean that every odd-electron Hamiltonian resists a common real basis. In the nonrelativistic limit without spin-dependent forces, the Hamiltonian contains $p^2/2m$ and real potentials. It then commutes with $K$ alone, and $K^2=+1$ for any $N$. The construction of fixed vectors works with $K$ in place of $T$, and the matrix is real for odd $N$ too. The doublets remain, because $T$ is still a symmetry.

A magnetic field acts differently on a pair. Let $W$ be the added Hermitian operator, with $TW=-WT$. Then

$$\langle T\psi|WT\psi\rangle=-\langle T\psi|TW\psi\rangle=-\langle\psi|W\psi\rangle^*=-\langle\psi|W\psi\rangle ,$$

where the last step holds because an expectation value of $W$ is real. With $w=\langle\psi|W\psi\rangle$ and $z=\langle\psi|WT\psi\rangle$, the field within one otherwise isolated doublet is represented by

$$\begin{pmatrix}w&z\\z^*&-w\end{pmatrix},\qquad \text{with eigenvalues }\pm\sqrt{w^2+|z|^2}.$$

To leading order in the field the doublet therefore splits by $2\sqrt{w^2+|z|^2}$, unless both numbers vanish.

In the example, let $eA_y=0.2\,mc\,\sin(2\pi x/L)$, with the other components zero. Adding this term to the $20\times20$ three-electron matrix, still built from the field-free spinors, and diagonalizing gives a ground-doublet splitting of $0.0034\,mc^2$. The leading-order formula gives $0.011\,mc^2$ at this field, but it does not apply. The field couples the ground doublet to the next one with strength $0.021\,mc^2$, more than their field-free distance $2.828922-2.816186=0.012736\,mc^2$, so the doublet is not isolated. With the second doublet left out of the matrix, the splitting is $0.0115\,mc^2$. It is this coupling, not the first-order splitting, that must be small against the gap: at a quarter of the field the formula gives $0.0028\,mc^2$ and diagonalization $0.0014\,mc^2$. The strong-field value also depends on the spinors kept: it is $0.0117\,mc^2$ with eight and $0.0029\,mc^2$ with fourteen. For a field a hundred times weaker, formula and diagonalization both give $1.12\times10^{-4}\,mc^2$. In the two-electron basis that made the Hamiltonian real, the same field produces imaginary parts of up to $0.045\,mc^2$. They come entirely from the field term, since the rest of the matrix is real.
